# Trace map, total bandwidth and gap labels of the Fibonacci chain, part 2

We study the chain \(\psi_{n+1}+\psi_{n-1}+V_n\psi_n=E\psi_n\), with hopping \(t=1\) as the unit of energy and site energy \(V>0\) on sites \(a\), \(0\) on sites \(b\). The periodic approximants have cells \(S_0=b\), \(S_1=a\), \(S_{k+1}=S_kS_{k-1}\) with \(N_k\) sites: \(N_0=N_1=1\), \(N_{k+1}=N_k+N_{k-1}\). Let \(\varphi=(1+\sqrt5)/2\), \(\tau=1/\varphi\), \(R=V/2\).

The half trace \(x_k(E)\) of the transfer matrix across \(S_k\) obeys the map \(x_{k+1}=2x_kx_{k-1}-x_{k-2}\), with \(x_{-1}=1\), \(x_0=E/2\), \(x_1=(E-V)/2\). It keeps the invariant \(I(x_{k+1},x_k,x_{k-1})=R^2\), where \(I(x,y,z)=x^2+y^2+z^2-2xyz-1\). For three consecutive half traces in any order,

\[
(x-yz)^2=R^2+(1-y^2)(1-z^2). \tag{5}
\]

The set \(\sigma_k\), where \(|x_k|\le1\), consists of \(N_k\) bands of total length \(W_k\), with \(x_k\) monotonic on each. With \(d_k=dx_k/dE\), a band has width \(\int_{-1}^{1}dx/|d_k|\). For \(V\ge12\), so \(R\ge6\), the aim is to prove, with positive constants \(c,C\) and exponents \(\gamma_\pm\) depending on \(V\) alone,

\[
c\,N_k^{-\gamma_+}\le W_k\le C\,N_k^{-\gamma_-}\quad(k\ge2),\qquad
\gamma_\pm\simeq\frac{\ln V}{2\ln\varphi}\ \ (V\to\infty). \tag{2}
\]

An energy is "in" at \(k\) if it belongs to \(\sigma_k\), otherwise "out". After two consecutive outs it has escaped and stays out. Three consecutive ins are impossible for \(V>4\). If two of three consecutive half traces lie in \([-1,1]\), the third satisfies

\[
R-1\le|x|\le R+1. \tag{10}
\]

An energy in at \(k\) is of type A if in at \(k-1\) (then out at \(k-2\) for \(k\ge1\)), and of type B if out at \(k-1\) (then in at \(k-2\)). Each band has one type: \(\sigma_0\) is A, \(\sigma_1\) is B. Without escape, A at \(k\) leads to B at \(k+2\); B at \(k\) leads to A at \(k+1\), or, if out there, to B at \(k+2\).

Energies outside \(\Sigma_k=\sigma_k\cup\sigma_{k+1}\) lie in persistent gaps, which remain in all later approximants. The fraction \(n/N\) of levels below such a gap tends to \(p+q\tau\), with integers \(p,q\). At \(V=12\), diagonalization tested the 41 gaps of \(\Sigma_7\) wider than \(10^{-6}\).

### Growth of the slopes

The claim is that each step multiplies the slope by a factor in a fixed range:

\[
\text{A}\to\text{B},\ \text{B}\to\text{A}:\ V-3\le\left|\frac{d_{\rm new}}{d_k}\right|\le V+3;\qquad
\text{B}\to\text{B}:\ 2V-8\le\left|\frac{d_{\rm new}}{d_k}\right|\le2V+8. \tag{11}
\]

The proof is by induction along the history, together with the auxiliary bounds

\[
\text{A at }k:\ |d_{k-1}|\le\frac{|d_k|}{R};\qquad
\text{B at }k:\ |d_{k-2}|\le\frac{|d_k|}{R},\quad|d_{k-1}|\le|d_k| . \tag{12}
\]

They hold at the start: \(d_{-1}=0\) and \(d_0=d_1=\tfrac12\). Differentiating the map gives

\[
d_{k+1}=2x_{k-1}d_k+2x_kd_{k-1}-d_{k-2}. \tag{13}
\]

**Step B→A.** Here \(k-2\), \(k\), \(k+1\) are in, and \(k-1\) is out with \(|x_{k-1}|\) bounded by (10). The map gives \(2x_kx_{k-1}=x_{k+1}+x_{k-2}\), whose modulus is at most 2, so \(|x_k|\le1/(R-1)\). By (12) and (13),

\[
\left|\frac{d_{k+1}}{d_k}-2x_{k-1}\right|\le\frac{2}{R-1}+\frac1R\le\frac25+\frac16<1 .
\]

Since \(2|x_{k-1}|\) lies between \(V-2\) and \(V+2\), the first range in (11) follows. The bound (12) for type A at \(k+1\) holds because \(V-3=2R-3\ge R\).

**Step A→B.** Here \(k-1\), \(k\), \(k+2\) are in and \(k+1\) is out. The slope \(d_{k+1}\) is bounded with the help of the invariant. Differentiate \(I(x_{k+1},x_k,x_{k-1})=R^2\) and divide by 2:

\[
(x_{k+1}-x_kx_{k-1})d_{k+1}+(x_k-x_{k+1}x_{k-1})d_k+(x_{k-1}-x_{k+1}x_k)d_{k-1}=0 .
\]

Each bracket has the form \(x-yz\) of (5). In the first, \(y\) and \(z\) are both in, so its modulus is at least \(R\). In the other two, one of \(y,z\) is in and the other out, so \((1-y^2)(1-z^2)\le0\) and the modulus is at most \(R\). Hence

\[
|d_{k+1}|\le|d_k|+|d_{k-1}|\le\left(1+\frac1R\right)|d_k| .
\]

Next, \(2x_{k+1}x_k=x_{k+2}+x_{k-1}\) gives \(|x_k|\le1/(R-1)\) as before. With (13) raised by one index, \(d_{k+2}=2x_{k+1}d_k+2x_kd_{k+1}-d_{k-1}\), so

\[
\left|\frac{d_{k+2}}{d_k}-2x_{k+1}\right|\le\frac{2(1+1/R)}{R-1}+\frac1R\le\frac{7}{15}+\frac16<1 .
\]

This yields the first range in (11) again. For (12) at \(k+2\), \(|d_k|\le|d_{k+2}|/(V-3)\le|d_{k+2}|/R\), and \(|d_{k+1}|\le(7/6)|d_k|<|d_{k+2}|\).

**Step B→B.** Here \(k-2\), \(k\), \(k+2\) are in, while \(k-1\) and \(k+1\) are out; both \(|x_{k\pm1}|\) obey (10). Insert (13) into the formula for \(d_{k+2}\):

\[
d_{k+2}=(2x_{k+1}+4x_kx_{k-1})d_k+(4x_k^2-1)d_{k-1}-2x_kd_{k-2}.
\]

Because \(2x_kx_{k-1}=x_{k+1}+x_{k-2}\), the first coefficient is

\[
4x_{k+1}+2x_{k-2}, \tag{14}
\]

with modulus between \(4(R-1)-2=2V-6\) and \(4(R+1)+2=2V+6\). From \(2x_{k+1}x_k=x_{k+2}+x_{k-1}\),

\[
|x_k|\le\frac{R+2}{2(R-1)}\le0.8 .
\]

Thus \(|4x_k^2-1|\le1.56\) and \(2|x_k|/R\le0.27\). The two remaining terms contribute less than \(2|d_k|\), which gives the second range in (11).

For (12) at \(k+2\), \(2V-8=4R-8\ge R\) settles \(d_k\). From (13), \(|d_{k+1}|\le[2(R+1)+1.6+1/R]|d_k|\le(2R+3.8)|d_k|\), and \(2R+3.8\le4R-8\) for \(R\ge6\). This settles \(d_{k+1}\) and completes the induction.

Two consequences are needed below. No slope vanishes anywhere in \(\sigma_k\), band ends included, so all \(N_k-1\) gaps of the approximant are open. Also, the sign of \(d_{\rm new}/d_k\) is that of the leading coefficient: \(x_{k-1}\) for B→A, and \(x_{k+1}\) for both A→B and B→B.

### How many bands share a history

**A parent band of type A at \(k\) contains one band of \(\sigma_{k+2}\), of type B.** On the parent, \(x_{k+1}\) is out, keeps one sign and has modulus at least \(R-1\). At the two ends, where \(x_k=\pm1\), the value \(x_{k+2}=2x_{k+1}x_k-x_{k-1}\) has opposite signs and modulus at least \(2(R-1)-1>1\). So \(x_{k+2}\) crosses \([-1,1]\). Its slope relative to that of \(x_k\) has the fixed sign of \(x_{k+1}\) whenever \(|x_{k+2}|\le1\), so it crosses once.

**A parent band of type B at \(k\) contains one band of \(\sigma_{k+1}\), of type A, and two bands of \(\sigma_{k+2}\), of type B.** On the parent, \(x_{k-1}\) keeps one sign. Reversing the signs of \(x_{k-2},x_{k-1},x_{k+1},x_{k+2}\) together leaves the two map equations used here unchanged, so \(x_{k-1}>0\) may be assumed. Traverse the band in the direction of increasing \(x_k\).

At \(x_k=\pm1\) one has \(x_{k+1}=\pm2x_{k-1}-x_{k-2}\), which lies below \(-1\) at the beginning and above \(1\) at the end. Within \([-1,1]\), \(x_{k+1}\) increases. Hence there is one band of \(\sigma_{k+1}\); before it \(x_{k+1}<-1\), after it \(x_{k+1}>1\). Inside it \(x_{k+2}\) is out, by the rule against three ins.

After that band, \(x_{k+2}\) starts from \(x_{k+1}=1\), where \(x_k\le1/(R-1)\), and ends at \(x_k=1\):

\[
\begin{aligned}
\text{start: }&x_{k+2}=2x_k-x_{k-1}\le\frac2{R-1}-(R-1)<-1,\\
\text{end: }&x_{k+2}=2(2x_{k-1}-x_{k-2})-x_{k-1}=3x_{k-1}-2x_{k-2}>1 .
\end{aligned}
\]

In \([-1,1]\) it increases, since \(x_{k+1}>0\), so it crosses once. Before the \(\sigma_{k+1}\) band, the same calculation gives \(x_{k+2}=3x_{k-1}+2x_{k-2}>1\) at \(x_k=-1\) and \(x_{k+2}=-2x_k-x_{k-1}<-1\) at \(x_{k+1}=-1\). There it decreases in \([-1,1]\), since \(x_{k+1}<0\), and again crosses once. This accounts for two bands.

Every band of \(\sigma_k\) with \(k\ge2\) arises in this way, because its energies were in at \(k-1\) or at \(k-2\). If \(\alpha_k\) and \(\beta_k\) count the bands of the two types, then

\[
\alpha_{k+1}=\beta_k,\qquad\beta_{k+2}=\alpha_k+2\beta_k=\beta_k+N_k .
\]

With \(\beta_0=0\), \(\beta_1=1\) this gives \(\beta_k=N_{k-1}\), and then \(\alpha_k=N_k-N_{k-1}=N_{k-2}\) for \(k\ge1\). For \(k=11\) the numbers are 55 of type A and 89 of type B, which diagonalization confirms. The same genealogy explains the 41 gaps of \(\Sigma_7\) found at \(V=12\). The separate pieces of \(\Sigma_7\) are the \(N_7=21\) bands of \(\sigma_7\) and the \(\beta_8=21\) type-B bands of \(\sigma_8\), since the type-A bands of \(\sigma_8\) lie inside \(\sigma_7\). Between 42 pieces there are 41 gaps.

### Sum of the widths

The slope starts at \(\tfrac12\), so \(|d_k|\) is \(\tfrac12\) times the product of the step factors. A band whose history has \(m\) steps of the kinds A→B or B→A and \(r\) steps B→B has a width satisfying

\[
\frac{4}{(V+3)^m(2V+8)^r}\le\int_{-1}^{1}\frac{dx}{|d_k|}\le\frac{4}{(V-3)^m(2V-8)^r}.
\]

Let \(a_k\) and \(b_k\) be the sums of such bounds over the bands of type A and B. With \((s,D)=(V-3,2V-8)\) for the upper bound and \((V+3,2V+8)\) for the lower one,

\[
a_{k+1}=\frac{b_k}{s},\qquad b_{k+2}=\frac{a_k}{s}+\frac{2b_k}{D},\qquad a_0=b_1=4,\quad b_0=a_1=0. \tag{15}
\]

The factor 2 counts the two B children of a B parent. Elimination of \(a_k\) gives, for \(k\ge1\),

\[
b_{k+2}=\frac2D\,b_k+\frac1{s^2}\,b_{k-1}.
\]

Let \(r>0\) now denote the growth factor defined by

\[
r^3=\frac{2r}{D}+\frac1{s^2}. \tag{16}
\]

Division by \(r\) makes the left side increasing and the right side decreasing, so there is one positive root. It is below 1, because \(2/D+1/s^2<1\) for \(V\ge12\). The numbers \(b_1=4\), \(b_2=4/s\), \(b_3=8/D\) are positive, so constants can be chosen with \(c_0r^k\le b_k\le C_0r^k\) for \(k=1,2,3\). If these bounds hold up to \(k+1\), then

\[
b_{k+2}\le C_0r^{k-1}\left(\frac{2r}{D}+\frac1{s^2}\right)=C_0r^{k+2},
\]

and likewise from below. So \(b_k\) decays as \(r^k\) up to constants, and so does \(a_k=b_{k-1}/s\) for \(k\ge2\).

To convert \(k\) into a cell size, note that \(\varphi^{k-1}\le N_k\le\varphi^k\). This holds for \(k=0,1\) and is preserved by the recursion because \(\varphi^2=\varphi+1\). With

\[
\gamma=-\frac{\ln r}{\ln\varphi}, \tag{17}
\]

\(r^k=\varphi^{-\gamma k}\) lies between \(\varphi^{-\gamma}N_k^{-\gamma}\) and \(N_k^{-\gamma}\). The upper choice of \((s,D)\) gives \(\gamma_-\), the lower choice gives \(\gamma_+\), and (2) is proved.

For large \(V\), (16) reads \(r^2=2/D+1/(s^2r)\) with \(2/D=V^{-1}[1+O(V^{-1})]\) and \(s^{-2}=V^{-2}[1+O(V^{-1})]\). The first term dominates, so \(r\simeq V^{-1/2}\). Inserting this in the second term gives \(r^2=V^{-1}[1+V^{-1/2}+O(V^{-1})]\), and

\[
\gamma_\pm=\frac{1}{\ln\varphi}\left[\frac{\ln V}{2}-\frac{1}{2\sqrt V}+O\!\left(\frac1V\right)\right]. \tag{18}
\]

The leading term says that at large \(V\), and in the long run over many generations, two generations reduce the total bandwidth by a factor of about \(V\). The main contribution comes from the type-B bands: each contains two type-B bands two generations later, each narrower by about \(2V\). For small cells the factor can differ. To leading order in \(1/V\), (15) gives \(8/V\) at \(k=2\) and \(12/V^2\) at \(k=4\), a ratio of \(2V/3\). The two bounds in (18) agree through the order shown, so a limiting exponent, if it exists, is fixed to that order. At \(V=10^6\) both bounds equal 0.99993 times the leading form.

### Numbers at \(V=12\)

At \(k=11\), the slope ratios were computed by diagonalization at four Bloch phases for each of the 144 bands. The A→B and B→A ratios run from 11.999 to 12.499, inside the proved range from 9 to 15. The B→B ratios run from 21.362 to 27.631, inside the range from 16 to 32.

The first entry of (15) can be followed by hand. For \(k=2\), \(a_2=b_2=4/s\), so the bounds are \(8/15=0.533\) and \(8/9=0.889\). The diagonalized value is 0.649. Larger cells give:

| \(N_k\) | \(W_k\) | lower bound | upper bound |
|---|---|---|---|
| 8 | \(3.39\times10^{-2}\) | \(1.91\times10^{-2}\) | \(7.96\times10^{-2}\) |
| 55 | \(3.37\times10^{-4}\) | \(1.08\times10^{-4}\) | \(1.82\times10^{-3}\) |
| 377 | \(3.53\times10^{-6}\) | \(6.51\times10^{-7}\) | \(4.37\times10^{-5}\) |

The bounds separate as the cell grows because their exponents differ: (16) and (17) give \(\gamma_-=1.93\) and \(\gamma_+=2.65\). The local exponent between 55 and 377 sites is

\[
\gamma_{\rm loc}=\frac{\ln(3.3712\times10^{-4}/3.5327\times10^{-6})}{\ln(377/55)}=2.37 .
\]

The leading form \(\ln V/(2\ln\varphi)\) is 2.58 here. The computed local exponent is lower, in the direction of the negative correction in (18). Its second decimal has not settled: it alternates with the parity of \(k\), giving 2.35 between 89 and 610 sites and 2.36 between 377 and 2584 sites.

### Outside the proved range

The number 12 comes from the estimates used and marks no physical transition. For \(0<V\le4\) the rule against three consecutive ins is no longer available from the argument above, and the division into types A and B is not proved there. For \(4<V<12\) that division remains, but the slope bounds as derived here do not cover the whole interval.

The bandwidth at \(V=4\) was therefore examined numerically. It is 0.1070, 0.01072 and 0.001079 for 21, 144 and 987 sites. The local exponents of the two intervals are 1.195 and 1.193, which differ by 0.2 per cent. This supports a single limiting exponent at \(V=4\), but it remains a conjecture on the evidence given here.

For use in other units, multiply \(E\), \(V\) and \(W_k\) by the hopping \(t\); the exponents and the gap labels depend on \(V/t\) and on integers alone. The remaining values are listed in the numerical output below.

## Calculated quantities

```
Energies in units of the hopping t
Trace orbit at V = 12, E = -0.20:
  x_0 = -0.1
  x_1 = -6.1
  x_2 = 0.22
  x_3 = -2.584
  x_4 = 4.96304
  x_5 = -25.869
  invariant = 36.000000
V = 12, k = 11: 144 bands, 55 type A, 89 type B
  slope ratio A->B, B->A: 11.999 to 12.499
  slope ratio B->B: 21.362 to 27.631
V = 12: k, N, bandwidth/t, lower, upper
   2    2 6.4911e-01 5.333e-01 8.889e-01
   3    3 3.5782e-01 2.678e-01 5.494e-01
   5    8 3.3944e-02 1.911e-02 7.965e-02
   7   21 3.3454e-03 1.421e-03 1.194e-02
   9   55 3.3712e-04 1.083e-04 1.824e-03
  11  144 3.4395e-05 8.365e-06 2.815e-04
  13  377 3.5327e-06 6.506e-07 4.370e-05
V = 12: exponent bounds 1.9289 and 2.6457
  local exponent, k = 9 to 13: 2.3681
  leading ln V/(2 ln phi): 2.5819
V = 1e6: bounds / leading form: 0.99993, 0.99993
V = 4: bandwidth/t at N = 21, 144, 987:
  1.06952e-01 1.07159e-02 1.07875e-03
  local exponents: 1.1950, 1.1928
V = 0: bandwidth/t at N = 233: 4.000000
V = 12: 41 persistent gaps tested, |q| up to 21
V = 4: 41 persistent gaps tested, |q| up to 21
V = 1: 17 persistent gaps tested, |q| up to 9
V = 12, N = 377: q, p, p+q*tau, n/N, gap edges/t, width/t
  -1  1 0.381966 0.381963  -0.0794  11.0389 11.1183
   1  0 0.618034 0.618037  11.1320  12.1564 1.0244
  -2  2 0.763932 0.763926  12.1703  13.0406 0.8703
   2 -1 0.236068 0.236074  -0.1649  -0.0865 0.0784
  -3  2 0.145898 0.145889  -0.2424  -0.1661 0.0764
   3 -1 0.854102 0.854111  13.0441  13.0825 0.0383
  -4  3 0.527864 0.527851  11.0831  11.1279 0.0447
   4 -2 0.472136 0.472149  11.0424  11.0825 0.0401
```
